# Huang-Rhys Factor and Zero-Phonon Weight of a Linearly Coupled Defect: test program

```python
# Result under test: for one linearly coupled harmonic vibration at zero
# temperature, S = E_rel / (hbar*omega) and the zero-phonon weight is exp(-S).
# E_rel : relaxation energy in one electronic state (eV)
# hw    : vibrational quantum hbar*omega (eV)
# Q     : mass-weighted coordinate (u^(1/2) angstrom)
# Excited potential = ground potential - force*Q; energies are measured
# from the vertical electronic energy at Q = 0.
# Independent road: both Hamiltonians are diagonalized on a real-space grid
# and the weights are squared overlaps of the numerical eigenvectors.
import math
import numpy as np
from scipy import constants as const
from scipy.optimize import minimize_scalar

hw = 0.1
E_rel = 1.0
# hbar^2/2 in eV * u * angstrom^2
kinetic = const.hbar**2 / (2 * const.atomic_mass * const.angstrom**2 * const.e)
curvature = hw**2 / (2 * kinetic)  # omega^2 in eV/(u angstrom^2)

grid = np.linspace(-2.6, 3.6, 321)
step = grid[1] - grid[0]
index = np.arange(grid.size)
difference = index[:, None] - index[None, :]
safe = np.where(difference == 0, 1, difference)
sign = np.where(difference % 2 == 0, 1.0, -1.0)
T = kinetic / step**2 * np.where(difference == 0, np.pi**2 / 3,
                                 2 * sign / safe**2)


def linear_force(relaxation):
    return math.sqrt(2 * curvature * relaxation)


def potential(q, force):
    return 0.5 * curvature * q**2 - force * q


def levels(force):
    return np.linalg.eigh(T + np.diag(potential(grid, force)))


ground_energy, ground_state = levels(0.0)


def solve_excited(relaxation):
    energy, state = levels(linear_force(relaxation))
    absorption = (state.T @ ground_state[:, 0])**2
    emission = (ground_state.T @ state[:, 0])**2
    return energy, state, absorption, emission


force = linear_force(E_rel)
shift = force / curvature
S = E_rel / hw
W0 = math.exp(-S)

# Relaxation energies and Stokes shift from the potentials themselves
minimum = minimize_scalar(lambda q: potential(q, force),
                          bounds=(-2, 3), method="bounded",
                          options={"xatol": 1e-10})
relax_excited = potential(0.0, force) - minimum.fun
relax_ground = potential(minimum.x, 0.0) - potential(0.0, 0.0)
vertical_absorption = potential(0.0, force) - potential(0.0, 0.0)
vertical_emission = minimum.fun - potential(minimum.x, 0.0)
stokes = vertical_absorption - vertical_emission
assert abs(minimum.x - shift) < 1e-6
assert abs(relax_excited - E_rel) < 1e-8
assert abs(relax_ground - E_rel) < 1e-5
assert abs(stokes - 2 * E_rel) < 1e-5

# Numerical spectra: equal spacing and position of the zero-phonon line
excited_energy, excited_state, absorption, emission = solve_excited(E_rel)
count = 42
assert np.allclose(np.diff(ground_energy[:count]), hw, atol=1e-8)
assert np.allclose(np.diff(excited_energy[:count]), hw, atol=1e-8)
zero_phonon_position = excited_energy[0] - ground_energy[0]
assert abs(zero_phonon_position + E_rel) < 1e-8

# Huang-Rhys factor from displacement and numerical zero-point spread
sigma = math.sqrt(np.sum(ground_state[:, 0]**2 * grid**2))
S_geometry = (minimum.x / (2 * sigma))**2
assert abs(S_geometry - S) < 1e-4

# Zero-phonon overlap and weight
overlap = abs(excited_state[:, 0] @ ground_state[:, 0])
assert abs(overlap / math.exp(-S / 2) - 1) < 1e-7
assert abs(absorption[0] / W0 - 1) < 1e-7

# Whole distribution, in absorption and in emission
n = np.arange(count)
poisson = np.array([math.exp(-S) * S**k / math.factorial(k) for k in range(count)])
assert np.allclose(absorption[:count], poisson, atol=1e-10)
assert np.allclose(emission[:count], poisson, atol=1e-10)
total = absorption[:count].sum()
mean_n = np.sum(n * absorption[:count])
variance_n = np.sum((n - mean_n)**2 * absorption[:count])
width = hw * math.sqrt(variance_n)
assert abs(total - 1) < 1e-9
assert abs(mean_n - S) < 1e-7
assert abs(variance_n - S) < 1e-7
assert abs(absorption[9] - absorption[10]) < 1e-9
assert set(np.argsort(absorption)[-2:]) == {9, 10}

# Misreading 1 eV as the Stokes shift, and a 10% larger relaxation energy
misread = solve_excited(E_rel / 2)[2][0]
larger = solve_excited(1.1 * E_rel)[2][0]
assert abs(misread / math.exp(-S / 2) - 1) < 1e-7
assert abs(absorption[0] / larger / math.e - 1) < 1e-6

print(f"Vibrational quantum: {hw:.3f} eV")
print(f"Relaxation energy, input: {E_rel:.3f} eV")
print(f"Linear force F: {force:.4f} eV/(u^(1/2) angstrom)")
print(f"Displacement of the minimum: {shift:.4f} u^(1/2) angstrom")
print(f"Zero-point spread sigma, grid: {sigma:.4f} u^(1/2) angstrom")
print(f"Displacement / sigma: {shift / sigma:.4f} (no unit)")
print(f"Relaxation energy in excited state, minimized: {relax_excited:.4f} eV")
print(f"Relaxation energy in ground state: {relax_ground:.4f} eV")
print(f"Stokes shift: {stokes:.4f} eV")
print(f"Zero-phonon line relative to vertical absorption: "
      f"{zero_phonon_position:.4f} eV")
print(f"Huang-Rhys factor, energy ratio: {S:.4f} (no unit)")
print(f"Huang-Rhys factor, displacement and spread: {S_geometry:.4f} (no unit)")
print(f"Zero-phonon overlap, grid: {overlap:.6e} (no unit)")
print(f"Zero-phonon weight, grid: {absorption[0]:.6e} (no unit)")
print(f"Zero-phonon weight, exp(-S): {W0:.6e} (no unit)")
print(f"Zero-phonon weight in percent: {100 * W0:.5f} %")
for k in (1, 5, 9, 10, 11, 20):
    print(f"Weight with {k} phonons, grid: {absorption[k]:.6e} (no unit)")
print(f"Sum of weights for 0 to {count - 1} phonons: {total:.8f} (no unit)")
print(f"Mean phonon number, grid: {mean_n:.5f} (no unit)")
print(f"Variance of phonon number, grid: {variance_n:.5f} (no unit)")
print(f"Rms energy width: {width:.4f} eV")
print(f"S if 1 eV were the Stokes shift: {E_rel / 2 / hw:.3f} (no unit)")
print(f"Zero-phonon weight in that case, grid: {misread:.6e} (no unit)")
print(f"Ratio of that weight to the correct one: "
      f"{misread / absorption[0]:.2f} (no unit)")
print(f"Zero-phonon weight for E_rel = {1.1 * E_rel:.2f} eV, grid: "
      f"{larger:.6e} (no unit)")
print(f"Reduction factor for 10% larger E_rel: "
      f"{absorption[0] / larger:.4f} (no unit)")
print("success")
```

Running it gives:

```
Vibrational quantum: 0.100 eV
Relaxation energy, input: 1.000 eV
Linear force F: 2.1874 eV/(u^(1/2) angstrom)
Displacement of the minimum: 0.9143 u^(1/2) angstrom
Zero-point spread sigma, grid: 0.1446 u^(1/2) angstrom
Displacement / sigma: 6.3246 (no unit)
Relaxation energy in excited state, minimized: 1.0000 eV
Relaxation energy in ground state: 1.0000 eV
Stokes shift: 2.0000 eV
Zero-phonon line relative to vertical absorption: -1.0000 eV
Huang-Rhys factor, energy ratio: 10.0000 (no unit)
Huang-Rhys factor, displacement and spread: 10.0000 (no unit)
Zero-phonon overlap, grid: 6.737947e-03 (no unit)
Zero-phonon weight, grid: 4.539993e-05 (no unit)
Zero-phonon weight, exp(-S): 4.539993e-05 (no unit)
Zero-phonon weight in percent: 0.00454 %
Weight with 1 phonons, grid: 4.539993e-04 (no unit)
Weight with 5 phonons, grid: 3.783327e-02 (no unit)
Weight with 9 phonons, grid: 1.251100e-01 (no unit)
Weight with 10 phonons, grid: 1.251100e-01 (no unit)
Weight with 11 phonons, grid: 1.137364e-01 (no unit)
Weight with 20 phonons, grid: 1.866081e-03 (no unit)
Sum of weights for 0 to 41 phonons: 1.00000000 (no unit)
Mean phonon number, grid: 10.00000 (no unit)
Variance of phonon number, grid: 10.00000 (no unit)
Rms energy width: 0.3162 eV
S if 1 eV were the Stokes shift: 5.000 (no unit)
Zero-phonon weight in that case, grid: 6.737947e-03 (no unit)
Ratio of that weight to the correct one: 148.41 (no unit)
Zero-phonon weight for E_rel = 1.10 eV, grid: 1.670170e-05 (no unit)
Reduction factor for 10% larger E_rel: 2.7183 (no unit)
success
```
